\section*{Counting eigenvalues in an interval: filter bias and probe variance}

\section{What symmetry fixes}

Let $A$ be a real symmetric $n\times n$ matrix and $N$ the number of its eigenvalues $\lambda_j$ between $a$ and $b$. A count has no unit, so it can depend on energies through ratios alone. If the spectrum lies inside $(-d,d)$, the natural variables are $x=\lambda/d$, $a/d$ and $b/d$. A count is also unchanged by a rotation $A\to OAO^{T}$.

Let $h$ be the step function, equal to one between the edges and zero outside, so that $N=\operatorname{tr}h(A)$. Replace $h$ by a polynomial $p$ of degree $m$ in $x$, write $P=p(A)$ and $p_j=p(\lambda_j)$, and estimate the trace with random vectors:
\begin{equation}
X=v^{T}Pv,\qquad \hat N=\frac1R\sum_{r=1}^{R}v_r^{T}Pv_r .
\end{equation}
The $R$ probes are independent, with $\mathbb E v=0$ and $\mathbb E vv^{T}=1$. Suppose first that their components are independent standard Gaussians, whose joint distribution is rotation invariant. The variance $V$ of $X$ is quadratic in $P$ and can depend on the eigenvalues of $P$ only through symmetric functions, so
\begin{equation}
V=\alpha\operatorname{tr}P^2+\beta(\operatorname{tr}P)^2 .
\end{equation}
If $P=P_1+P_2$ acts on two orthogonal subspaces, the two parts of $v$ are independent and the variances add. The cross term $2\beta\operatorname{tr}P_1\operatorname{tr}P_2$ must then vanish, hence $\beta=0$. For a good filter $\operatorname{tr}P^2\approx N$, so the variance is proportional to the count. The number $\alpha$ remains to be found.

The mean is $\mathbb EX=\operatorname{tr}(P\,\mathbb Evv^T)=\operatorname{tr}P$. It differs from $N$ by the bias
\begin{equation}
B=\sum_j[p(\lambda_j)-h(\lambda_j)] .
\end{equation}
Write $\hat N-N=(\hat N-\operatorname{tr}P)+B$ and square. The cross term averages to zero because $B$ is not random, and the variance of a mean of $R$ independent values is $V/R$. Therefore
\begin{equation}
\mathbb E(\hat N-N)^2=B^2+\frac VR .
\label{error}
\end{equation}
More probes reduce the second term and leave the first untouched.

\section{The filter and its bias}

Set $x=\cos\theta$, with $\theta_a=\arccos(a/d)>\theta_b=\arccos(b/d)$ and $-d<a<b<d$. No level may lie on an edge, where the count is ambiguous. Since $T_k(\cos\theta)=\cos k\theta$, the expansion $h=\sum_kc_kT_k$ has the cosine coefficients
\begin{align}
c_0&=\frac1\pi\int_{\theta_b}^{\theta_a}d\theta=\frac{\theta_a-\theta_b}{\pi},\\
c_k&=\frac2\pi\int_{\theta_b}^{\theta_a}\cos k\theta\,d\theta=\frac{2(\sin k\theta_a-\sin k\theta_b)}{\pi k}.
\end{align}
Cutting the series at $k=m$ produces overshoots. Jackson damping removes them by averaging the step with a nonnegative kernel. With $M=m+2$, take
\begin{equation}
K(\phi)=\frac1{\pi M}\Bigl|\sum_{j=1}^{M-1}\sin\frac{\pi j}{M}\,e^{ij\phi}\Bigr|^2 .
\end{equation}
Because $\sum_j\sin^2(\pi j/M)=M/2$, its integral over the circle is one. Multiplying out the square gives $K=\frac1{2\pi}\bigl(1+2\sum_{k=1}^{m}g_k\cos k\phi\bigr)$ with
\begin{align}
g_k&=\frac2M\sum_{j=0}^{M-k-1}\sin\frac{\pi j}M\sin\frac{\pi(j+k)}M\notag\\
&=\frac1M\sum_{j=0}^{M-k-1}\Bigl[\cos\frac{\pi k}M-\cos\frac{\pi(2j+k)}M\Bigr]\notag\\
&=\frac1M\Bigl[(M-k)\cos\frac{\pi k}M+\sin\frac{\pi k}M\cot\frac\pi M\Bigr].
\end{align}
The added term $j=0$ is zero. The last line uses $\sum_{j=0}^{L-1}\cos(\alpha+2j\beta)=\sin(L\beta)\cos[\alpha+(L-1)\beta]/\sin\beta$ with $\alpha=\pi k/M$, $\beta=\pi/M$, $L=M-k$; the final cosine is $\cos(\pi-\pi/M)=-\cos(\pi/M)$. In particular $g_1=\cos(\pi/M)$.

Convolution with $K$ multiplies $\cos k\theta$ by $g_k$, so $p=\sum_{k=0}^m g_kc_kT_k$ is the step averaged over angle. An average of zeros and ones with nonnegative weights obeys $0\le p\le1$.

\subsection{Which levels carry the bias}

Let a level lie at angular distance $\delta$ from the nearest edge. Displacements $|\phi|<\delta$ do not cross an edge, so only the rest of the kernel contributes to the error. There $1-\cos\phi\ge1-\cos\delta$, and
\begin{align}
|p-h|&\le\int_{\delta\le|\phi|\le\pi}K\,d\phi
\le\frac{\int_{-\pi}^{\pi}K(1-\cos\phi)\,d\phi}{1-\cos\delta}\notag\\
&=\frac{1-g_1}{1-\cos\delta}
=\left[\frac{\sin(\pi/2M)}{\sin(\delta/2)}\right]^2 .
\label{bound}
\end{align}
The scale is the kernel width $\pi/M$.

The actual decay is faster. Put $c=\pi/M$ and write the sine as two exponentials. Both geometric sums have numerator $1+e^{iM\phi}$, since $e^{\pm iMc}=-1$:
\begin{align}
\sum_{j=0}^{M-1}\sin(cj)e^{ij\phi}
&=\frac{1+e^{iM\phi}}{2i}\Bigl[\frac1{1-e^{i(\phi+c)}}-\frac1{1-e^{i(\phi-c)}}\Bigr]\notag\\
&=\frac{(1+e^{iM\phi})\sin c}{2(\cos\phi-\cos c)} .
\end{align}
Here the difference of the fractions has numerator $2ie^{i\phi}\sin c$ and denominator $2e^{i\phi}(\cos\phi-\cos c)$. Hence
\begin{equation}
K(\phi)=\frac{\cos^2(M\phi/2)\,\sin^2c}{\pi M(\cos\phi-\cos c)^2}.
\end{equation}
For $1/M\ll\phi\ll1$, replace the rapidly varying $\cos^2$ by $1/2$, $\sin^2c$ by $\pi^2/M^2$ and the squared difference by $\phi^4/4$. This gives $K\approx2\pi/(M^3\phi^4)$. A single isolated edge needs one tail:
\begin{equation}
|p-h|\approx\int_\delta^\infty\frac{2\pi\,d\phi}{M^3\phi^4}=\frac{2\pi}{3(M\delta)^3}.
\label{tail}
\end{equation}
At $m=2000$, $\delta=0.1$ rad, the computed error is $1.017$ times this value. The oscillating part of $\cos^2$, dropped above, moves this ratio up or down by a relative amount of order $3/(M\delta)$. At the same degree the ratio is $0.992$ at $\delta=0.101$ rad, $0.90$ at $M\delta=20$ and $1.20$ at $M\delta=10$. At $\delta=0.6$ rad, where the small-angle form no longer holds, it is $1.17$.

\subsection{Cancellation across an edge}

Levels inside the interval lose weight and levels outside gain it. To see the balance, replace the levels by a density $\rho(\theta)$ that is smooth when continued as an even periodic function, $\rho=\sum_qr_q\cos q\theta$. Since $K$ is even, it may act on $\rho$ instead of $h$:
\begin{equation}
B\approx\int_{\theta_b}^{\theta_a}\sum_q(g_q-1)r_q\cos q\theta\,d\theta .
\end{equation}
With $y=\pi q/M\ll1$ and $M^{-1}\cot(\pi/M)\approx1/\pi$,
\begin{equation}
g_q\approx\Bigl(1-\frac y\pi\Bigr)\Bigl(1-\frac{y^2}2\Bigr)+\frac y\pi=1-\frac{y^2}2+O(y^3).
\end{equation}
Since $-q^2\cos q\theta$ is the second derivative of $\cos q\theta$,
\begin{equation}
B\approx\frac{\pi^2}{2M^2}\int_{\theta_b}^{\theta_a}\rho''\,d\theta
=\frac{\pi^2}{2M^2}\bigl[\rho'(\theta_a)-\rho'(\theta_b)\bigr].
\end{equation}
A locally uniform density gives no bias at this order. Discrete levels add a remainder of either sign. If all nearby levels lie on one side of an edge, the density is not smooth there and the cancellation is absent.

\section{First derivation of the variance: eigenvectors}

Let $u_j$ be the orthonormal eigenvectors and $\xi_j=u_j^Tv$. For Gaussian probes the $\xi_j$ are jointly Gaussian with $\mathbb E\xi_i\xi_j=u_i^Tu_j=\delta_{ij}$. Uncorrelated jointly Gaussian variables are independent, so
\begin{equation}
X=\sum_jp_j\xi_j^2
\end{equation}
is a sum of independent terms. Using $\mathbb E\xi^4=3$,
\begin{equation}
V=\sum_jp_j^2\bigl(\mathbb E\xi_j^4-1\bigr)=2\sum_jp_j^2=2\operatorname{tr}P^2 .
\label{gauss}
\end{equation}
Thus $\alpha=2$. Each fully counted level contributes a fluctuating weight $\xi_j^2$ of mean one and variance two.

The same representation gives the distribution. For $2sp_j<1$,
\begin{equation}
\ln\mathbb Ee^{sX}=-\frac12\sum_j\ln(1-2sp_j)
=\sum_j\Bigl(sp_j+s^2p_j^2+\frac43s^3p_j^3+\cdots\Bigr).
\end{equation}
The coefficient of $s^3/6$ is the third central moment, $8\sum_jp_j^3$. For an ideal filter the skewness is $8N/(2N)^{3/2}=\sqrt{8/N}$, which is small for $N\gg8$.

\section{Second derivation of the variance: matrix elements}

Now keep the basis in which $A$ is stored. Let the components $v_i$ be independent, with mean zero, variance one and common fourth moment $\mu_4$. No Gaussian form is assumed. A product of four components has zero mean if any index occurs once. Two different pairs give one, and four equal indices give $\mu_4$. These cases are collected in
\begin{equation}
\mathbb E v_iv_jv_kv_l=\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}+(\mu_4-3)\delta_{ijkl},
\end{equation}
where $\delta_{ijkl}$ is one if all indices agree. The subtraction of three corrects for the three pairings, all of which equal one in that case. Multiply by $P_{ij}P_{kl}$, sum, and use $P_{ij}=P_{ji}$:
\begin{equation}
\mathbb EX^2=(\operatorname{tr}P)^2+2\operatorname{tr}P^2+(\mu_4-3)\sum_iP_{ii}^2 .
\end{equation}
Subtracting the squared mean gives
\begin{equation}
V=2\operatorname{tr}P^2+(\mu_4-3)\sum_iP_{ii}^2 .
\label{general}
\end{equation}
Gaussian components have $\mu_4=3$ and reproduce \eqref{gauss}. Random signs $v_i=\pm1$ have $\mu_4=1$, hence
\begin{equation}
V_{\rm sign}=2\Bigl(\operatorname{tr}P^2-\sum_iP_{ii}^2\Bigr).
\label{sign}
\end{equation}
Since $\mu_4\ge(\mathbb Ev_i^2)^2=1$, signs give the least variance in this class. Enumeration of all sign vectors for an $8\times8$ matrix tests \eqref{sign}.

\section{What each derivation assumes}

The first derivation needs the projections on the eigenvectors to be independent, which rotation-invariant Gaussian probes provide. In return it gives the distribution of $X$. The second needs independence in the stored basis and moments up to the fourth. It covers signs, but gives only the mean and variance.

Signs show where the first argument stops. Apply \eqref{general} to $P=\sum_jp_ju_ju_j^T$ and compare the coefficients of $p_ip_j$:
\begin{equation}
\operatorname{Cov}(\xi_i^2,\xi_j^2)=2\delta_{ij}-2\sum_s u_{i,s}^2u_{j,s}^2 ,
\end{equation}
where $s$ labels components. The $\xi_j$ are uncorrelated, but their squares are negatively correlated if two eigenvectors share sites. The variance then depends on the basis. For diagonal $P$ it vanishes, however large the count.

``Variance of order the count'' is therefore a statement about Gaussian probes and an upper limit for signs. Let $S=\sum_j|p_j-h_j|$. From $p^2\le p$, and from $|p^2-h^2|=|p-h|(p+h)\le2|p-h|$,
\begin{equation}
V_{\rm Gauss}\le2(N+B),\qquad |V_{\rm Gauss}-2N|\le4S .
\end{equation}
For signs, the Cauchy--Schwarz inequality $\sum_iP_{ii}^2\ge(\operatorname{tr}P)^2/n$ gives
\begin{equation}
V_{\rm sign}\le2\left[\operatorname{tr}P^2-\frac{(\operatorname{tr}P)^2}n\right].
\end{equation}
With an ideal filter the right side is $2N(1-N/n)$, attained when the diagonal of $P$ is constant. It vanishes for an empty interval and for one that contains the whole spectrum.

Gaussian probes have relative statistical error $\sqrt{2/(NR)}$ for an ideal filter. A standard error below half a level would require $\sqrt{2N/R}<1/2$, or $R>8N$. For $N>n/8$ that exceeds $n$, while $n$ unit vectors already give the trace without sampling error. The method is suited to approximate counts.

\section{A lattice with a gap}

An open $30\times20$ square lattice, $n=600$, has nearest-neighbour hopping $t$, site energies $\pm t$ alternating like a chessboard, and random site energies within $\pm0.1t$. The alternating term anticommutes with the hopping term $T$, so without disorder $H_0^2=T^2+t^2$ and every level has $|E|\ge t$. Disorder moves each level by at most $0.1t$, which leaves $(-0.9t,0.9t)$ empty. Switching $T$ off closes no gap and leaves 300 negative site energies, so 300 levels are negative.

The sum of absolute matrix elements in any row is at most $4t+t+0.1t=5.1t$, which is taken as $d$. The lower edge is $-5t$, below the lowest level at $-4.09t$. Three upper edges isolate the effects. At $m=100$ the kernel width is $\pi/102=0.0308$ rad, or $0.157t$ at the band centre.

\begin{center}
\begin{tabular}{lrrrr}
upper edge & $N$ & $\operatorname{tr}P$ & $B$ & $S$\\
$0$ & 300 & 299.999 & $-0.001$ & 0.055\\
$-0.9t$ & 300 & 285.36 & $-14.64$ & 14.65\\
$-2t$ & 127 & 126.64 & $-0.36$ & 9.25
\end{tabular}
\end{center}

The first two intervals contain the same levels. Moving the edge to $-0.9t$ puts it close to the top of the lower band, at $-0.964t$. Nearby levels then lie on one side, and almost all of $S$ appears in $B$. The 86 levels within two kernel widths carry 98.7\% of $S$. Raising $m$ from 100 to 400 reduces $|B|$ from 14.6 to 0.39. The angle between the band top and the edge, $0.0127$ rad, grows meanwhile from 0.41 to 1.6 kernel widths.

Inside the band, gains and losses follow from $S\pm B$: levels outside gain $(9.246-0.364)/2=4.441$, and levels inside lose $(9.246+0.364)/2=4.805$. Over 301 edges between $-3t$ and $-1.5t$, $B$ ranges from $-1.7$ to $2.6$, with root-mean-square value 0.97 against a mean $S$ of 8.6. At the fixed edge $-2t$, $S$ falls steadily with degree, but $B$ does not: it is $1.04$, $-0.36$, $-0.61$ and $-0.45$ for $m=50,100,200,400$. A small signed bias is thus no proof that the filter has resolved the edge.

For the mid-gap edge at $m=100$, $V_{\rm Gauss}=599.9$, close to $2N=600$, while $V_{\rm sign}=187.4$, below its upper limit of 299.9. The difference comes from an uneven diagonal. Equation \eqref{sign} gives $\sum_iP_{ii}^2=(599.9-187.4)/2=206.3$, or 0.344 per site, whereas a constant diagonal of $1/2$ would give 0.25. Without disorder the ideal projector is $\frac12[1-H_0(H_0^2)^{-1/2}]$. The hopping part of $H_0$ connects different sublattices, while $H_0^2=T^2+t^2$ does not. In units of $t$, the diagonal is therefore $\frac12\{1\mp[(1+T^2)^{-1/2}]_{ii}\}$, smaller on the high-energy sublattice.

For 20 sign probes and the edge at $-0.9t$, equation \eqref{error} gives
\begin{equation}
\sqrt{(-14.64)^2+\frac{180.3}{20}}=\sqrt{214.3+9.0}=14.94 .
\end{equation}
The root-mean-square error over 300 groups of 20 probes is 14.81. One such group gives $284.4\pm2.6$ levels. It misses the true 300 by six of its own standard errors. The bias, about which the error bar contains no information, accounts for most of this: it equals $14.64/\sqrt{180.3/20}=4.9$ predicted standard errors. The rest is chance, since this group has a slightly low mean and a small estimated error. At mid-gap the prediction is $\sqrt{187.4/20}=3.06$ and the sampled error 2.85. The sampled value lies 7\% below the prediction. With negligible bias and nearly Gaussian group errors, the mean of 300 squared errors has relative standard deviation $\sqrt{2/300}$, and its square root half of that, $1/\sqrt{600}\approx4\%$ of the prediction.

The two terms in \eqref{error} are equal at $R_*=V/B^2$. For the edge at $-0.9t$ this is $180.3/14.64^2=0.84$, so $B^2$ already slightly exceeds $V/R$ for a single probe and dominates it for more. The remedy is a higher degree or, as here, moving the edge from the gap border to the middle of the gap without changing the count. For the edge at $-2t$, $R_*\approx1350$, but this large value rests on an accidentally small $B$. The typical bias of 0.97 from the scan, with the same variance, gives about 190.

\section{Computation and limits of validity}

The polynomial need not be formed as a matrix. With $w_0=v$ and $w_1=(A/d)v$, the identity $2x T_k=T_{k+1}+T_{k-1}$ gives
\begin{equation}
w_{k+1}=2\frac Ad w_k-w_{k-1},\qquad
v^TPv=\sum_{k=0}^m g_kc_k\,v^Tw_k .
\end{equation}
The numbers $v^Tw_k$ do not depend on the interval, so one set serves every choice of edges. Used directly, the recursion costs $m$ matrix--vector products per probe. Since $2T_jT_k=T_{j+k}+T_{|j-k|}$ and $A$ is symmetric, the relations $v^Tw_{2k}=2w_k^Tw_k-v^Tv$ and $v^Tw_{2k+1}=2w_{k+1}^Tw_k-v^Tw_1$ give the same numbers from about $m/2$ products. Halving the kernel width roughly doubles this cost.

The spectral bound is essential: for $|x|>1$, $|T_k(x)|=\cosh(k\operatorname{arcosh}|x|)$ grows exponentially with $k$ at fixed $x$. Damping matters too. For the mid-gap window at $m=100$, the undamped polynomial ranges from $-0.087$ to $1.095$, so the inequalities based on $0\le p\le1$ no longer apply. Finally, the error law uses independent probes and a filter fixed in advance. If the edges are chosen after inspecting the same random estimates, $B$ depends on the probes and the cross term need not vanish.

\section*{Computed results}
\begin{verbatim}
matrix size n = 600; half-width d = 5.1 t
lowest level = -4.0939 t; highest level = 4.0928 t
gap borders = -0.9639 t and 0.9571 t
lower window edge = -5.0 t
undamped filter range, m=100: -0.0866 to 1.0955
damped filter range, m=100: 0.0000 to 1.0000
tail error / cubic law, m=2000, delta=0.1 rad: 1.0166
smooth-density bias / slope law, m=400: 0.9955
upper edge: degree m, count N, tr p, bias B, S (all in levels)
mid-gap (0.0 t): 50, 300, 299.992, -0.0082, 0.5174
mid-gap (0.0 t): 100, 300, 299.999, -0.0010, 0.0554
mid-gap (0.0 t): 200, 300, 300.000, -0.0001, 0.0073
mid-gap (0.0 t): 400, 300, 300.000, -0.0000, 0.0009
gap border (-0.9 t): 50, 300, 271.030, -28.9697, 29.0524
gap border (-0.9 t): 100, 300, 285.361, -14.6388, 14.6499
gap border (-0.9 t): 200, 300, 295.621, -4.3789, 4.3804
gap border (-0.9 t): 400, 300, 299.606, -0.3937, 0.3939
in band (-2.0 t): 50, 127, 128.041, 1.0409, 18.4938
in band (-2.0 t): 100, 127, 126.636, -0.3644, 9.2456
in band (-2.0 t): 200, 127, 126.391, -0.6091, 4.6104
in band (-2.0 t): 400, 127, 126.545, -0.4548, 2.0846
kernel width pi/M at m=100 = 0.03080 rad = 0.1571 t at the band centre
gap border: 86 levels within two widths carry 98.66 % of S
in band: 45 levels within two widths carry 96.91 % of S
301 edges from -3 t to -1.5 t, m=100: B from -1.674 to 2.578 levels
same scan: rms B = 0.971, mean S = 8.610 levels
random probes at m=100; R = 20; sample of 6000 probes
mid-gap: V Gaussian = 599.89 (sampled 582.02); V/N = 1.9996
mid-gap: V signs = 187.37 (sampled 185.02); upper bound 299.89
mid-gap: one 20-probe estimate = 299.02 +- 2.49 levels; N = 300
mid-gap: rms error of 20-probe estimates = 2.845; predicted 3.061 levels
mid-gap: crossover R* = V/B^2 = 1.881e+08 sign probes
gap border: V Gaussian = 547.87 (sampled 534.17); V/N = 1.8262
gap border: V signs = 180.32 (sampled 178.99); upper bound 276.43
gap border: one 20-probe estimate = 284.37 +- 2.62 levels; N = 300
gap border: rms error of 20-probe estimates = 14.810; predicted 14.944 levels
gap border: crossover R* = V/B^2 = 0.8415 sign probes
in band: V Gaussian = 240.13 (sampled 232.15); V/N = 1.8908
in band: V signs = 179.49 (sampled 177.88); upper bound 186.68
in band: one 20-probe estimate = 126.13 +- 3.38 levels; N = 127
in band: rms error of 20-probe estimates = 3.023; predicted 3.018 levels
in band: crossover R* = V/B^2 = 1351 sign probes
\end{verbatim}
